The scalar Feynman propagator from time ordering and the energy contour

The choice to make before coding an internal scalar line

A code that integrates over the energy of an internal scalar line meets two poles on the real energy axis. It must decide on which side of the axis each pole lies, and, if it uses residues, in which half-plane to close the contour. The first choice is part of the physics: reversing it gives a different function of time. The second follows from the sign of the time difference. For a free real scalar field of mass m > 0 the rule is

⟨0|T φ(x)φ(y)|0⟩ = lim(ε→0+) ∫ d⁴p/(2π)⁴ · i e^{−ip·(x−y)} / (p² − m² + iε).   (1)

The factor multiplying the exponential, i/(p² − m² + iε), is the momentum-space Feynman propagator. The symbol T puts the field with the later time on the left. Units have ħ = c = 1, and the metric signs are (+,−,−,−), so p² = (p⁰)² − |𝐩|². The energy p⁰ is an integration variable and need not equal the energy of a real particle, which is

E = √(|𝐩|² + m²).   (2)

In (1) the p⁰ integral is done first, at fixed 𝐩 and ε > 0. Both sides are distributions: they are to be integrated against smooth, rapidly decreasing functions of x − y. At x = y, for instance, the momentum integral diverges, and (1) assigns no finite number to that point.

The vacuum value of two fields

The free field is a sum of modes,

φ(x) = ∫ d³p/[(2π)³ √(2E)] · (a_𝐩 e^{−ip·x} + a_𝐩† e^{+ip·x}),   with p⁰ = E in the exponents,   (3)

and its operators obey

[a_𝐩, a_𝐪†] = (2π)³ δ³(𝐩 − 𝐪),   a_𝐩|0⟩ = 0,   (4)

all other commutators being zero. The factor 1/√(2E) is fixed by the equal-time commutator of φ with π = ∂φ/∂t. The time derivative multiplies the a† term by +iE and the a term by −iE. The second sign is reversed again because [a†, a] = −[a, a†]. Therefore

[φ(𝐱), π(𝐲)] = ∫ d³p/[(2π)³ 2E] · iE (e^{i𝐩·(𝐱−𝐲)} + e^{−i𝐩·(𝐱−𝐲)}) = i δ³(𝐱 − 𝐲),

as canonical quantization requires. A code with another mode normalization must change (3) and (4) together.

The product φ(x)φ(y) has four kinds of term. Those with a on the right vanish on |0⟩, and those with a† on the left vanish on ⟨0|. What remains is a from φ(x) and a† from φ(y):

⟨0|a_𝐩 a_𝐪†|0⟩ = ⟨0|[a_𝐩, a_𝐪†]|0⟩ = (2π)³ δ³(𝐩 − 𝐪).

The delta function removes the 𝐪 integral and one factor 1/(2π)³. The two square roots combine into 1/(2E). With

t = x⁰ − y⁰,   𝐫 = 𝐱 − 𝐲,

the exponent is −ip·(x − y) = −iEt + i𝐩·𝐫, so

⟨0|φ(x)φ(y)|0⟩ = ∫ d³p/[(2π)³ 2E] · e^{−iEt + i𝐩·𝐫}.   (5)

Both time orderings

For t > 0, x is later and the ordered product is φ(x)φ(y). Equation (5) applies as it stands.

For t < 0, y is later and the ordered product is φ(y)φ(x). Exchanging x and y in (5) reverses the signs of t and 𝐫:

⟨0|φ(y)φ(x)|0⟩ = ∫ d³p/[(2π)³ 2E] · e^{+iEt − i𝐩·𝐫}.

Now replace 𝐩 by −𝐩. The integration range and E do not change, while −i𝐩·𝐫 becomes +i𝐩·𝐫. Since t = −|t| here, e^{+iEt} = e^{−iE|t|}. Both orderings therefore have the form

⟨0|T φ(x)φ(y)|0⟩ = ∫ d³p/(2π)³ · e^{i𝐩·𝐫} · e^{−iE|t|}/(2E).   (6)

At t = 0 the two products agree, so the ordering is not ambiguous there.

In both cases a quantum is created at the earlier point and absorbed at the later one. Its phase turns as e^{−iE × elapsed time} with E positive. That is the origin of the absolute value.

It remains to write the time factor in (6) as an integral over a free energy variable. Define

I_ε(t) = ∫_{−∞}^{∞} dp⁰/(2π) · i e^{−ip⁰t} / [(p⁰)² − E² + iε].   (7)

The claim is that I_ε(t) tends to e^{−iE|t|}/(2E) as ε → 0+.

Where the poles lie

The denominator factorizes as

(p⁰)² − E² + iε = (p⁰ − Ω)(p⁰ + Ω),   Ω² = E² − iε,   Re Ω > 0.   (8)

Write Ω = α − iβ with α > 0. Then Ω² = α² − β² − 2iαβ, and comparing imaginary parts gives 2αβ = ε, hence β > 0. The pole at +Ω is below the real axis and the pole at −Ω is above it. For ε much smaller than E²,

Ω ≈ E − iε/(2E).   (9)

As an example take the mode with |𝐩| = 0.75 m, so that

E = √(0.75² + 1²) m = 1.25 m.

With the deliberately large value ε = 0.2 m², (9) gives Ω ≈ (1.2500 − 0.0800i) m. The computed root is (1.2525 − 0.0798i) m.

The distance ε/(2E) also sets a grid requirement. Near p⁰ = E the denominator is about 2E(p⁰ − E) + iε, whose two parts are equal in size at |p⁰ − E| = ε/(2E). A quadrature along the real axis must resolve structure of that width, so a smaller ε needs a finer grid near the poles.

Positive time difference: close below

Let t > 0. Complete the real segment from −R to R by the lower semicircle

p⁰ = R e^{−iθ},   0 ≤ θ ≤ π.

On it,

−ip⁰t = −iRt cos θ − Rt sin θ,

so the exponential has modulus e^{−Rt sin θ}, which is at most 1. For R > |Ω| the denominator has modulus at least R² − |Ω|², and |dp⁰| = R dθ. Hence

|lower arc| ≤ (1/2π) · R/(R² − |Ω|²) · ∫₀^π e^{−Rt sin θ} dθ.

The exponential is near 1 at both ends of the arc, so its integral needs an estimate. On 0 ≤ θ ≤ π/2 the sine is concave and lies above its chord, sin θ ≥ 2θ/π. The two halves of the arc contribute equally, so

∫₀^π e^{−Rt sin θ} dθ ≤ 2 ∫₀^{π/2} e^{−2Rtθ/π} dθ ≤ π/(Rt).

It follows that

|lower arc| ≤ 1/[2t(R² − |Ω|²)],   (10)

which vanishes as R → ∞. In the example, with t = 1.5/m and R = 12 m, the bound is 0.0023/m. The arc itself has modulus 0.0012/m.

The closed contour runs clockwise and contains the pole at +Ω. The residue of the integrand of (7) there is

Res(+Ω) = (i/2π) · e^{−iΩt}/(2Ω).

A clockwise contour gives −2πi times the residue. Since (−2πi)(i/2π) = 1,

I_ε(t) = e^{−iΩt}/(2Ω)   for t > 0.   (11)

Negative time difference: close above

Let t < 0 and use the upper semicircle p⁰ = R e^{+iθ}. Now

−ip⁰t = −iRt cos θ + Rt sin θ,

and Rt sin θ = −R|t| sin θ. The modulus is again e^{−R|t| sin θ}, so the estimate leading to (10) holds with t replaced by |t|.

The contour runs counterclockwise and contains the pole at −Ω. There p⁰ − Ω = −2Ω, so

Res(−Ω) = (i/2π) · e^{+iΩt}/(−2Ω).

Multiplication by +2πi gives (2πi)(i/2π) = −1. This cancels the minus sign in the denominator:

I_ε(t) = e^{+iΩt}/(2Ω) = e^{−iΩ|t|}/(2Ω)   for t < 0.   (12)

At t = 0 the exponential gives no damping, but the denominator suffices. Either arc is at most R/[2(R² − |Ω|²)], which falls as 1/(2R), and either residue gives 1/(2Ω). For every real t and every ε > 0,

I_ε(t) = e^{−iΩ|t|}/(2Ω).   (13)

For ε = 0.2 m², direct integration along the real axis gives (−0.0855 − 0.3429i)/m at both t = +1.5/m and t = −1.5/m. At t = 0 it gives (0.3976 + 0.0253i)/m. Formula (13) reproduces all three to the printed digits.

How small ε must be

As ε → 0+, Ω → E, and (13) becomes

lim(ε→0+) I_ε(t) = e^{−iE|t|}/(2E),   (14)

the time factor in (6). A numerical calculation with finite ε also needs the size of the error. From (9), to first order in ε,

1/(2Ω) ≈ [1/(2E)] · [1 + iε/(2E²)],

e^{−iΩ|t|} ≈ e^{−iE|t|} · [1 − ε|t|/(2E)].

The second line uses −i · (−iε/(2E)) = −ε/(2E). Multiplying the two lines and keeping first order gives

I_ε(t) ≈ [e^{−iE|t|}/(2E)] · {1 + ε[i/(2E²) − |t|/(2E)]}.   (15)

Thus ε must be small compared with E², and ε|t| must be small compared with 2E. A value adequate at short times fails at long ones, because finite ε damps the function as e^{−β|t|}.

For the example, E|t| = 1.25 × 1.5 = 1.875 and 1/(2E) = 0.4/m. The limit is

0.4 e^{−1.875i}/m = (−0.1198 − 0.3816i)/m.

The bracket multiplying ε in (15) is

0.32i − 0.60, in units of 1/m²,

with modulus 0.68/m². The predicted distance from the limit is therefore 0.4 × 0.68 × ε = 0.272 ε, with ε in m² and the distance in 1/m. Direct integration gives:

ε = 0.2 m²: distance 0.0517/m
ε = 0.02 m²: distance 0.00541/m
ε = 0.002 m²: distance 0.000544/m

The last value agrees with 0.272 × 0.002 = 0.000544. The first is below the linear estimate of 0.0544, since second-order terms are visible at that ε. Relative to the modulus of the limit, 0.4/m, the error at ε = 0.002 m² is about 0.14 percent.

If a code needs only the time-dependent function, it can use (14) directly and avoid this error. If it needs (7) at finite ε, for example to test an integration routine, the value to compare with is (13), which holds for the whole energy axis. A range cut at ±R leaves out the tails, which at t = 0 amount to about i/(πR) for large R.

What the wrong half-plane does

For t > 0 the integrand grows in size on the upper arc. The arc integral nevertheless has a finite limit, which can be found without estimating it. The closed upper contour contains −Ω and gives e^{+iΩt}/(2Ω), by the residue calculation before (12). The real segment tends to e^{−iΩt}/(2Ω), by (11). The upper arc must supply the difference:

upper arc → (e^{+iΩt} − e^{−iΩt})/(2Ω) = i sin(Ωt)/Ω.   (16)

Dropping this arc gives the wrong sign of the phase. For t = 1.5/m and ε = 0.2 m², the computed arc at R = 12 m is (−0.0776 + 0.7625i)/m, and the limit (16) is (−0.0776 + 0.7613i)/m. At this t the arc is larger in modulus than the integral being sought. The small difference from (16) is the contribution of the lower arc, which has not quite vanished at this R.

Closing in the wrong half-plane is thus an error of evaluation: if the arc were kept, the answer would still be right. Changing the sign of ε is a different matter, because it changes the integral itself.

What the wrong sign of ε does

Replace +iε by −iε in (7), with ε still positive. The roots become ±Ω̄ with Ω̄² = E² + iε and Re Ω̄ > 0. Now Im Ω̄ > 0, so +Ω̄ is above the axis and −Ω̄ below it. For t > 0 the lower contour contains −Ω̄, and

(−2πi) · (i/2π) · e^{+iΩ̄t}/(−2Ω̄) = −e^{+iΩ̄t}/(2Ω̄).

For t < 0 the upper contour contains +Ω̄, and

(2πi) · (i/2π) · e^{−iΩ̄t}/(2Ω̄) = −e^{−iΩ̄t}/(2Ω̄).

Both are −e^{+iΩ̄|t|}/(2Ω̄), with limit

−e^{+iE|t|}/(2E).   (17)

This is minus the complex conjugate of (14). In the example (17) is (+0.1198 − 0.3816i)/m. Its imaginary part equals that of the correct answer and its real part has the opposite sign, so a check of the imaginary part alone would not detect the error. A comparison at t = 0 does: there (14) gives +1/(2E) and (17) gives −1/(2E).

Assembling the four-dimensional integral

Insert (14) into (6), using (7) for the time factor. The exponentials combine as

e^{−ip⁰t} · e^{i𝐩·𝐫} = e^{−i(p⁰t − 𝐩·𝐫)} = e^{−ip·(x−y)},

and the denominator becomes

(p⁰)² − E² + iε = (p⁰)² − |𝐩|² − m² + iε = p² − m² + iε.

The measures dp⁰/(2π) and d³p/(2π)³ combine into d⁴p/(2π)⁴. This gives (1), provided the limit ε → 0+ may be taken outside the 𝐩 integral.

That step is justified by a bound independent of ε. The exponential in (13) has modulus e^{−β|t|} ≤ 1, and |Ω|² = √(E⁴ + ε²) ≥ E². Therefore

|I_ε(t)| ≤ 1/(2E) ≤ 1/(2m).   (18)

After integration against a smooth, rapidly decreasing function of t and 𝐫, the integrand in 𝐩 is bounded by an integrable function that does not depend on ε. By dominated convergence, the limit and the integral may then be exchanged.

The condition m > 0 makes E > 0 for every mode. In infinite three-dimensional space it can be relaxed: for m = 0 the bound 1/(2|𝐩|) is still integrable near 𝐩 = 0. A finite box is different. If a finite box with m = 0 has a mode with 𝐩 = 0, then E = 0 and Ω² = −iε. At t = 0, (13) has modulus 1/(2√ε), which grows without limit as ε → 0+. Such a mode must be treated separately.

Two conventions affect the code. With metric signs (−,+,+,+) the square of p changes sign, and the same propagator reads −i/(p² + m² − iε). If a routine stores 1/(p² − m² + iε) without the numerator i, that factor must be supplied once elsewhere.

From time back to energy

A code that produces the time-ordered function on a time grid can be checked in the opposite direction. The transform inverse to (7) is ∫ dt e^{+iωt}, where ω is a real frequency. Keep ε > 0, so that e^{−iΩ|t|} decays and the integrals converge. Data computed from (14) do not decay. They must first be multiplied by e^{−η|t|} with a small η > 0; for ω ≠ ±E the transform then approaches i/(ω² − E²) as η → 0. Positive times give

∫₀^∞ dt e^{iωt} e^{−iΩt}/(2Ω) = i/[2Ω(ω − Ω)].   (19)

For negative times set t = −s:

∫₀^∞ ds e^{−iωs} e^{−iΩs}/(2Ω) = −i/[2Ω(ω + Ω)].   (20)

Over the common denominator ω² − Ω², the sum is

(i/2Ω) · [(ω + Ω) − (ω − Ω)]/(ω² − Ω²) = i/(ω² − Ω²) = i/(ω² − E² + iε).   (21)

Each time ordering supplies one pole. Leaving out negative times removes the pole at −Ω and also changes the value at positive frequencies.

With ω = 0.7 m and ε = 0.2 m², numerical time integration gives, in units of 1/m²,

t > 0: 0.1468 − 0.6983i
t < 0: 0.0213 − 0.2027i
sum: 0.1680 − 0.9011i

The right side of (21) can be worked out by hand. The denominator is 0.49 − 1.5625 + 0.2i = −1.0725 + 0.2i, and

i/(−1.0725 + 0.2i) = (0.2 − 1.0725i)/(1.0725² + 0.2²) = 0.1680 − 0.9011i.

The negative-time part supplies more than a fifth of the imaginary part here, although ω is positive.

A check that begins with operators

The checks above concern one mode. The ordering and the mode sum can be tested together on a small field: three sites on a ring, with unit spacing and mass M = 1.5 in lattice units. Its Hamiltonian is

H = ½ Σ_j [π_j² + (φ_{j+1} − φ_j)² + M²φ_j²].

For a wave e^{ikj} the difference between neighbours has squared modulus |e^{ik} − 1|² = 4 sin²(k/2), so

E_k² = M² + 4 sin²(k/2),   k = 0, 2π/3, 4π/3.

The energies are 1.500, 2.291 and 2.291. The integral ∫ d³p/(2π)³ in (6) is replaced by an average over the three k, and 𝐩·𝐫 by k for neighbouring sites.

One calculation diagonalizes H in a basis of 11 levels per site and evaluates the ordered product of φ₁(t) and φ₀(0) directly. The other averages e^{ik} times the energy integral (7) over the modes, with ε = 0.002. At t = +1.5 and t = −1.5 the results are

ordered operators: −0.0002 − 0.1076i
energy integrals: −0.0001 − 0.1075i

They differ by about 0.1 percent of the modulus. The difference comes from the finite ε in the second line; the first line is converged in the basis and does not change in the sixth decimal between 7 and 15 levels per site.

At this t the real part is almost zero, so the comparison says little about the sign of ε. The wrong sign turns the second line into minus its complex conjugate, +0.0001 − 0.1075i, which is still within about 0.3 percent of the first. To test the sign, compare at t = 0. There the mode average is (1/3)[1/(2 × 1.500) − 1/(2 × 2.291)] = +0.0384, and the wrong sign gives −0.0384.

If the order φ₁(t)φ₀(0) is kept at t = −1.5, the result is −0.0002 + 0.1076i. The imaginary part has the wrong sign, because each mode then carries e^{+iE_k|t|}. This is the operator form of the choice in (6), and it shows that the absolute value of t comes from the ordering.

The ring tests the algebra at finite spacing and says nothing about the continuum limit, for which the derivation of (1) stands by itself. That derivation assumes a free field. The standard expansion of an interacting theory in powers of its coupling uses the same factor for each internal scalar line, a rule not derived here. In diagrams with loops the remaining momentum integrals can diverge, as (1) does at x = y, and must then be regularized. The free propagator is not the full two-point function of an interacting field, for which the expansion (3) with free time dependence no longer holds.

Table of computed values

```
mass 1.00 m, momentum 0.75 m, energy E 1.2500 m
time difference |t| 1.50 1/m, contour radius R 12.0 m
eps for contour tests 0.20 m^2
right pole: +1.252547 -0.079837 i m
left pole: -1.252547 +0.079837 i m
right pole, first order in eps: +1.250000 -0.080000 i m
axis integral, eps 0.2, t +1.5: -0.085507 -0.342916 i 1/m
residue result, eps 0.2, t +1.5: -0.085507 -0.342916 i 1/m
axis integral, eps 0.2, t -1.5: -0.085507 -0.342916 i 1/m
residue result, eps 0.2, t -1.5: -0.085507 -0.342916 i 1/m
axis integral, eps 0.2, t +0.0: +0.397571 +0.025341 i 1/m
residue result, eps 0.2, t +0.0: +0.397571 +0.025341 i 1/m
lower arc size, t +1.5: 0.001205 1/m
upper arc size, t -1.5: 0.001205 1/m
bound on these arcs: 0.002340 1/m
upper arc for t > 0 (wrong side): -0.077580 +0.762520 i 1/m
its limit i sin(W t)/W: -0.077582 +0.761314 i 1/m
limit exp(-i E |t|)/(2E): -0.119813 -0.381634 i 1/m
axis integral, t +1.5, eps 0.2: -0.085507 -0.342916 i 1/m
  distance from limit: 0.051730 1/m
axis integral, t +1.5, eps 0.02: -0.115978 -0.377812 i 1/m
  distance from limit: 0.005414 1/m
axis integral, t +1.5, eps 0.002: -0.119426 -0.381253 i 1/m
  distance from limit: 0.000544 1/m
axis integral with eps -0.002: +0.119426 -0.381253 i 1/m
limit for opposite sign: +0.119813 -0.381634 i 1/m
reverse transform at frequency 0.70 m, eps 0.20 m^2
part from t > 0: +0.146762 -0.698319 i 1/m^2
part from t < 0: +0.021269 -0.202747 i 1/m^2
sum of the two parts: +0.168031 -0.901066 i 1/m^2
i/(omega^2 - E^2 + i eps): +0.168031 -0.901066 i 1/m^2
ring: 3 sites, 11 levels per site, mass 1.5 (lattice)
ring mode energies (lattice): 1.50000 2.29129 2.29129
ring ordered product, t +1.5: -0.000207 -0.107624 i (lattice)
ring energy integrals, t +1.5: -0.000140 -0.107542 i (lattice)
ring ordered product, t -1.5: -0.000207 -0.107624 i (lattice)
ring energy integrals, t -1.5: -0.000140 -0.107542 i (lattice)
ring product without ordering, t -1.5: -0.000207 +0.107624 i (lattice)
```
